# Point-charge binding of the methyllithium tetramer

## Problem

The core of the methyllithium tetramer, $(\mathrm{LiCH_3})_4$, has four lithium atoms and four carbon atoms on alternate corners of a somewhat distorted cube. Replace each lithium by a point charge $+q$ and each methyl group by a point charge $-q$ at its carbon.

1. For a perfect cube of edge $a$, find the electrostatic binding energy per ion pair, and its ratio to that of one isolated pair at the same separation $a$.
2. Evaluate both energies for $q=e$ and $a=0.22$ nm.
3. Find how the ratio changes when the cube is distorted, and when short-range repulsion sets the distances.
4. Compare the energy gained on forming the tetramer with a molecular calculation.

Binding energy here means the positive energy needed to separate the charges to infinity as free ions. Write $k=1/(4\pi\varepsilon_0)$.

## Solution

### 1. The perfect cube

Stand on one corner. Its three neighbours along edges carry the opposite charge, at distance $a$. The three corners across face diagonals carry the same charge, at $\sqrt2\,a$. The corner across the body diagonal carries the opposite charge, at $\sqrt3\,a$. The potential energy of this ion in the field of the other seven is therefore

$$
u=-\frac{3kq^2}{a}+\frac{3kq^2}{\sqrt2\,a}-\frac{kq^2}{\sqrt3\,a}
=-M\,\frac{kq^2}{a},\qquad
M=3-\frac{3}{\sqrt2}+\frac1{\sqrt3}.
$$

Numerically, $M=3-2.1213+0.5774=1.456$.

All eight ions have the same $u$, because reversing every charge leaves each product of charges unchanged. Adding the eight values counts each interaction twice, so the total energy is

$$
U=\tfrac12\cdot 8u=-4M\,\frac{kq^2}{a}.
$$

There are four ion pairs, so the binding per pair is

$$
\frac{-U}{4}=M\,\frac{kq^2}{a}.
$$

An isolated pair at separation $a$ has binding $kq^2/a$. The ratio is

$$
\boxed{\frac{\text{binding per pair in the cube}}{\text{binding of an isolated pair}}=M=1.456}
$$

It does not depend on $q$ or $a$, provided that both are the same in the two systems. Compared with an ion in an isolated pair, each ion gains two further attractive neighbours at distance $a$, which contribute $2$ in units of $kq^2/a$. The three like charges across the face diagonals cost $3/\sqrt2=2.121$, slightly more than this. The opposite charge across the body diagonal adds $1/\sqrt3=0.577$ and makes the net gain positive: $2-2.121+0.577=0.456$.

**Why the edge must be given.** Point charges alone do not hold the cube at any finite size. If all positions are multiplied by $\lambda$, the energy becomes $U/\lambda$. Differentiating at $\lambda=1$ gives $\sum_i \mathbf r_i\cdot\nabla_iU=-U$. Since the force is $\mathbf F_i=-\nabla_iU$,

$$
\sum_i\mathbf r_i\cdot\mathbf F_i=U .
$$

Measure positions from the centre, so that each ion lies at distance $\sqrt3\,a/2$. The threefold axis through each corner makes the force on it radial. Let its inward size be $F$. Then

$$
-8\cdot\frac{\sqrt3\,a}{2}\,F=-4M\frac{kq^2}{a}
\quad\Longrightarrow\quad
F=\frac{M}{\sqrt3}\frac{kq^2}{a^2}=0.841\,\frac{kq^2}{a^2}.
$$

The force is inward, so the charges would collapse. In the molecule, the repulsion between electron clouds prevents this.

### 2. Numbers for unit charges

With $ke^2=1.440$ eV nm and $a=0.22$ nm, a rough typical Li–C distance in the tetramer,

$$
\frac{ke^2}{a}=\frac{1.440}{0.22}\ \text{eV}=6.55\ \text{eV}\quad(632\ \text{kJ/mol}),
$$

$$
M\frac{ke^2}{a}=1.456\times6.545\ \text{eV}=9.53\ \text{eV}\quad(920\ \text{kJ/mol}).
$$

The gain when four such pairs assemble, with the Li–C distance held fixed, is

$$
(M-1)\frac{ke^2}{a}=9.530-6.545=2.985\ \text{eV per pair}\quad(288\ \text{kJ/mol}),
$$

or 11.9 eV for the whole tetramer. This gain, not the 9.53 eV, is what should be compared with an association energy, because association starts from $\mathrm{LiCH_3}$ molecules and not from free ions.

### 3a. The distorted cube

In the real core the carbon tetrahedron is larger than the lithium tetrahedron. Put the lithium ions at $s\mathbf v_i$ and the carbons at $-t\mathbf v_i$, where the $\mathbf v_i$ are $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. The tetrahedron edges are

$$
L=2\sqrt2\,s\ \ (\text{Li–Li}),\qquad D=2\sqrt2\,t\ \ (\text{C–C}).
$$

The lithium at $s(1,1,1)$ has a near carbon at $t(1,1,-1)$ and a far one at $-t(1,1,1)$, so

$$
r^2=2(s-t)^2+(s+t)^2,\qquad R=\sqrt3\,(s+t).
$$

There are 12 near Li–C distances $r$, 4 far ones $R$, 6 distances $L$ and 6 distances $D$. Dividing the total binding by four gives, per pair,

$$
E_{\rm b}=kq^2\left[\frac3r+\frac1R-\frac{3}{2L}-\frac{3}{2D}\right].
$$

To compare with an isolated pair at the same nearest distance $r$, divide by $kq^2/r$. Let $\sigma=s+t$ and

$$
x=\left(\frac{t-s}{t+s}\right)^2=\left(\frac{D-L}{D+L}\right)^2,\qquad 0\le x<1 .
$$

Then $r=\sigma\sqrt{1+2x}$ and $R=\sqrt3\,\sigma$. Since $4st=(s+t)^2-(t-s)^2=\sigma^2(1-x)$,

$$
\frac1L+\frac1D=\frac{1}{2\sqrt2}\,\frac{s+t}{st}
=\frac{1}{2\sqrt2}\,\frac{4}{\sigma(1-x)}
=\frac{\sqrt2}{\sigma(1-x)} .
$$

Multiplying by $3/2$ turns $\sqrt2$ into $3/\sqrt2$, and the ratio becomes

$$
f(x)=3+\sqrt{1+2x}\left[\frac1{\sqrt3}-\frac{3}{\sqrt2\,(1-x)}\right].
$$

At $x=0$ this is $M$. The bracket is negative there and becomes more negative as $x$ grows, while the square root in front of it increases. Their product therefore falls steadily, and $f$ is largest for the perfect cube. Within this family of shapes, at fixed nearest Li–C distance, 1.456 is the maximum.

For rough typical edges $L=0.24$ nm and $D=0.36$ nm, $x=(0.12/0.60)^2=0.04$ and $r=0.2205$ nm. Then

$$
f=3+1.0392\,(0.5774-2.2097)=1.304 .
$$

The binding is 8.51 eV per pair. These numbers depend on the edges chosen: a longer Li–Li edge, $L=0.259$ nm with $D=0.362$ nm, nearer to the crystal structure, gives $f=1.35$ and 8.64 eV. The lithium ions have moved closer together, and their extra repulsion outweighs the relief between the carbons.

### 3b. Repulsion sets the distances

Now return to the perfect cube, but let each Li–C contact cost an energy $B/r^n$, with $B>0$ and $n>1$. With $A=kq^2$, the energy of the isolated pair is

$$
E_1(r)=-\frac Ar+\frac B{r^n}.
$$

Setting its derivative to zero gives $A/r^2=nB/r^{n+1}$, so $r_1^{\,n-1}=nB/A$. At this point $B/r_1^n=A/(nr_1)$, and the binding is $(1-1/n)A/r_1$.

The cube has 12 contacts, or three per pair:

$$
E_4(a)=-\frac{MA}{a}+\frac{3B}{a^n},\qquad
a_4^{\,n-1}=\frac{3nB}{MA}.
$$

At this minimum with respect to the edge length, $3B/a_4^n=MA/(na_4)$, so the binding per pair is $(1-1/n)MA/a_4$. The factors $(1-1/n)$ cancel in the ratio:

$$
\frac{a_4}{r_1}=\left(\frac3M\right)^{1/(n-1)},\qquad
\frac{\text{binding in cube}}{\text{binding of pair}}
=M\,\frac{r_1}{a_4}=M\left(\frac M3\right)^{1/(n-1)}.
$$

Because $M<3$, the cube has longer contacts than the pair, and the ratio lies below $M$. As $n\to\infty$ the ions become hard spheres, the two separations become equal, and the ratio returns to 1.456. For soft repulsion the advantage can vanish: the ratio exceeds 1 when $M^n>3$. This holds for $n=3$, where $M^3\approx3.09$, but not for $n=2$, where $M^2\approx2.12$. These ratios assume that the shape stays a perfect cube. With repulsion only at the 12 contacts, the cube is stable against all small distortions for $n=7$, but for $n=3$ it is a saddle point and would distort.

Choose $n=7$ and $r_1=0.200$ nm. Then $a_4=0.200\times(3/1.456)^{1/6}=0.226$ nm. The bindings are 6.17 eV for the pair and 7.97 eV per pair in the cube, a ratio of 1.291.

### A few cases

All cases use unit charges. The gain is the difference between the two bindings.

| Case | Isolated pair (eV) | Cluster, per pair (eV) | Ratio | Gain (eV) |
|---|---:|---:|---:|---:|
| Perfect cube, equal separation | 6.55 | 9.53 | 1.456 | 3.0 |
| Distorted core, equal nearest Li–C | 6.53 | 8.51 | 1.304 | 2.0 |
| Perfect cube with repulsion, $n=7$ | 6.17 | 7.97 | 1.291 | 1.8 |
| Distorted core, shorter free pair | 7.21 | 8.51 | 1.18 | 1.3 |

The last row uses the Li–C distance of the free molecule, 0.200 nm, found in the calculation below. It contains no repulsion energy. The corrections in the table overlap in part and should not simply be added.

### 4. Comparison with a molecular calculation

A restricted Hartree–Fock calculation with the 6-31G basis treats the electrons of the whole molecule. The free monomer's Li–C distance was optimized with the methyl shape held fixed. The tetramer was computed at the distorted geometry above, with the same C–H length of 0.109 nm and with hydrogens eclipsing the neighbouring lithiums.

The energy released on association is 1.28 eV per monomer. About 0.09 eV of this is basis-set superposition: a monomer in the cluster borrows its neighbours' basis functions. The counterpoise correction removes it and leaves 1.19 eV, or 115 kJ/mol per monomer. The ideal cube's gain of 2.985 eV is 2.5 times this value. The value is not converged to the digits shown: at the same tetramer geometry the larger def2-TZVP basis raises it by 0.07 eV to 1.26 eV, and adding second-order (MP2) correlation gives 1.28 eV, so the factor is nearer 2.3 to 2.4.

So the ratio 1.456 is a correct property of the charges on the cube, but a poor direct estimate of the association energy. The table shows how strongly the estimate depends on geometry: within the point-charge model, distorting the core or giving the free pair a shorter bond lowers the gain. These rows do not tell us what the same changes cost or gain in the real molecule. The model also leaves out the shape of the electron cloud. The methyl group is not a unit point charge at its carbon, and its electrons lean towards lithium, which lowers the dipole. The computed monomer dipole, 0.1166 e nm, divided by the bond length gives an effective charge of 0.58 $e$. This number combines the charge transferred with the shape of the cloud, so it does not measure the transfer alone. Coulomb energies scale as $q^2$, so putting this value into the ideal cube would reduce the gain to about 1.0 eV. In the def2-TZVP basis the dipole is 0.125 e nm, the effective charge 0.63 $e$ and the reduced gain about 1.2 eV, while the bond length stays at 0.200 nm. That figure shows how sensitive the model is to the charge; it is not an estimate of the association energy, and the charges in the cluster may differ from those in the monomer.

The last row of the table, 1.3 eV, lies close to the Hartree–Fock value. This is not evidence that unit point charges describe the bonding, because that row omits both repulsion and the spread of the electron cloud.

The Hartree–Fock value is itself a reference level and not a measurement. It omits electron correlation and vibration, uses a small basis, and does not optimize the tetramer. It also describes an isolated cluster. In an ether solution, donor molecules bind to lithium and compete with aggregation, an effect not estimated here. The association energy is far above the thermal energy of 0.026 eV at 298 K, but the degree of aggregation in solution depends on free energies, including entropy and solvation, and cannot be read from this comparison alone.

The values are collected in the numerical output.

## Computed values

```
IDEAL CUBE, unit charges
k e^2 = 1.43996 eV nm
pairs at a, sqrt2 a, sqrt3 a: [12, 12, 4]
binding ratio M, explicit sum = 1.45603
binding ratio M, formula = 1.45603
inward force per ion = 0.8406 k q^2/a^2
chosen edge a = 0.220 nm
isolated pair binding = 6.545 eV = 632 kJ/mol
cube binding per pair = 9.530 eV = 920 kJ/mol
gain per pair = 2.985 eV = 288 kJ/mol
gain per tetramer = 11.939 eV
DISTORTED CORE, unit charges
Li-Li edge = 0.240 nm, C-C edge = 0.360 nm
nearest Li-C = 0.2205 nm, farthest Li-C = 0.3674 nm
binding ratio at equal nearest Li-C = 1.3036
binding per pair = 8.515 eV
CONTACT REPULSION, perfect cube
exponent n = 7, free pair separation = 0.200 nm
relaxed cube edge = 0.2256 nm
relaxed pair binding = 6.171 eV
relaxed cube binding per pair = 7.966 eV
relaxed binding ratio = 1.2908
RHF/6-31G REFERENCE
C-H = 0.109 nm, H tilt from outward axis = 69 degrees
monomer Li-C distance = 0.1997 nm
point-charge pair binding there = 7.211 eV
distorted core minus contracted pair = 1.304 eV per pair
monomer dipole = 0.1166 e nm
dipole / bond length = 0.584 e
ideal gain times that charge squared = 1.018 eV per pair
association energy, uncorrected = 1.279 eV per monomer
basis-set superposition = 0.090 eV per monomer
association energy, counterpoise = 1.188 eV = 115 kJ/mol per monomer
ideal gain / counterpoise value = 2.51
thermal energy kT at 298.15 K = 0.0257 eV
```
